# Heavy ions alone do not make phonons adiabatic in metals

## The argument under review

The argument runs as follows. Ions are thousands of times heavier than electrons, so a phonon energy $\hbar\omega$ is small compared with the Fermi energy $E_F$. The electrons therefore stay in equilibrium with the momentary ion positions. It follows, the author concludes, that a static density functional perturbation calculation at wavevector $q=0$ gives the optical phonon frequency of a metal, with corrections that vanish as the ion mass grows.

The first step holds when $E_F$ is of the order of electron-volts, and I assume this below; it can fail in a lightly doped semimetal or semiconductor, where $E_F$ is itself small. The second step does not follow from it. To follow the ions, electrons must respond fast compared with $1/\omega$, and $E_F/\hbar$ is not the only electronic rate. A metal has electron-hole excitations of arbitrarily low energy, and its occupations may have to change by motion through the crystal or by collisions. Two questions must be answered: how much of the static stiffness depends on changed occupations, and how fast can those changes occur?

I treat harmonic ions and linear response. The electrons are independent particles in a screened potential, and feedback of the Fermi-surface deformation on that potential is neglected. Sums over $k$ include bands and spin and are taken per cell.

## What the static calculation assumes

Let a uniform displacement $u$ of the sublattices change the band energies to

$$\varepsilon_k(u)=\varepsilon_k+g_ku+\tfrac12h_ku^2 .$$

The curvature $h_k$ includes the mixing of bands by the displacement. If every state keeps its occupation $f_k$, the energy is $\sum_kf_k\varepsilon_k(u)$, and its second derivative is the kept-occupation stiffness

$$K_f=\sum_kf_kh_k .$$

A static calculation instead lets the occupations relax at fixed electron number. The free energy $F$ is then stationary with respect to the allowed occupation changes, so these do not contribute to its first derivative:

$$\frac{dF}{du}=\sum_kf_0\big(\varepsilon_k(u)-\mu(u)\big)\frac{\partial\varepsilon_k}{\partial u}.$$

Here $f_0$ is the Fermi function. Differentiating once more at $u=0$, with $\mu'=d\mu/du$, gives

$$K_a=\sum_kf_kh_k+\sum_kf_0'(\varepsilon_k)(g_k-\mu')g_k .$$

Define $N=\sum_k(-f_0')$, the thermally averaged density of states, and $\langle A\rangle=N^{-1}\sum_k(-f_0')A_k$, the Fermi-surface average. Fixed electron number requires $\sum_kf_0'(g_k-\mu')=0$, hence $\mu'=\langle g\rangle$. Therefore

$$K_a=K_f-N\left(\langle g^2\rangle-\langle g\rangle^2\right).$$

Relaxed occupations soften the lattice by the variance of the coupling over the Fermi surface. A coupling that is constant there shifts all levels together and moves no electrons. From here on I take $\langle g\rangle=0$, so the softening is $N\langle g^2\rangle$. Any stiffness from outside the band energies adds equally to $K_a$ and $K_f$.

## What slow uniform motion does

Now let $u$ oscillate at $q=0$ in a crystal without scattering. A uniform displacement keeps the lattice periodicity, so it couples only states with the same $k$. It can mix bands at that $k$, but it cannot carry an electron from one side of the Fermi surface to the other. The relaxation assumed in $K_a$ is forbidden, however slow the motion.

The band mixing does follow slow motion. Consider two levels with energies $\pm E$, the lower one occupied, coupled by a matrix element $m\,u(t)$ with $u=u_0\cos\omega t$. To first order, the upper-level amplitude $c$, measured relative to the phase of the lower level, obeys

$$i\hbar\dot c=2Ec+mu_0\cos\omega t .$$

Splitting the cosine into $e^{-i\omega t}$ and $e^{i\omega t}$ and solving for each part gives

$$c=-\frac{mu_0}{2}\left[\frac{e^{-i\omega t}}{2E-\hbar\omega}+\frac{e^{i\omega t}}{2E+\hbar\omega}\right].$$

The derivative of the energy with respect to $u$ is $2\,\mathrm{Re}(m^*c)$. Its ratio to $u$ is the contribution to the stiffness:

$$-|m|^2\left[\frac1{2E-\hbar\omega}+\frac1{2E+\hbar\omega}\right]
=-\frac{|m|^2}{E}\,\frac{1}{1-(\hbar\omega/2E)^2}.$$

The prefactor $-|m|^2/E$ is the static result. The relative correction is of order $(\hbar\omega/2E)^2$. At fixed stiffness $\omega^2$ is inversely proportional to the ion mass $M$, so this correction does vanish for heavy ions. Here the author's reasoning works, because the transition has a minimum energy. In an insulator with a gap well above both $\hbar\omega$ and $k_BT$, the Fermi-surface term is negligible and this interband error is the one that remains.

In the clean metal at $q=0$, by contrast, the stiffness tends to $K_f$, not $K_a$, as $\omega\to0$. Let $K_{\rm tot}$ be the full static stiffness, including the ionic part. The static frequency $\Omega_a$ and the clean $q=0$ frequency $\Omega_f$ satisfy

$$M\Omega_a^2=K_{\rm tot},\qquad
\frac{\Omega_f^2}{\Omega_a^2}=1+\frac{N\langle g^2\rangle}{K_{\rm tot}},$$

apart from the interband correction. The mass has cancelled: in a crystal without any scattering, making the ions heavier lowers both frequencies and leaves their ratio alone.

## How motion and collisions restore equilibrium

At finite wavevector, electrons can travel between regions of opposite displacement. Let $u$ vary as $e^{i(qx-\omega t)}$, with $q\ll2k_F$ and $\hbar\omega\ll E_F$, so that a kinetic equation applies within one band. The potential energy $g_ku$ exerts a force $-\partial_x(g_ku)$. Using $\partial f_0/\partial k_x=f_0'\hbar v_x$, the equation linearized in $\delta f$ is

$$(-i\omega+iqv_x)\,\delta f-iqv_x\,g_ku\,f_0'=\text{collisions}.$$

Write $\delta f=f_0'\psi_ku$. Local equilibrium at the displaced energies corresponds to $\psi=g$ plus a constant from the local chemical potential. I model elastic collisions by one relaxation rate $\gamma$ toward that state, with the constant fixed by conservation of number:

$$-i\omega\psi+iqv_x(\psi-g)=-\gamma\big[(\psi-g)-\langle\psi-g\rangle\big].$$

The occupation change contributes $\sum_kg_k\,\delta f/u=-N\langle g\psi\rangle$ to the stiffness. Hence

$$K(q,\omega)=K_f-N\langle g^2\rangle R,\qquad R=\frac{\langle g\psi\rangle}{\langle g^2\rangle}.$$

At $\omega=0$ the solution is $\psi=g$, so $R=1$: this is the adiabatic answer. Kept occupations mean $R=0$.

To obtain $R$ explicitly, take a circular Fermi line, speed $v_F$, and $g\propto\sin\theta$, where $\theta$ is the angle between the electron velocity and $q$. The equation then has a solution odd in $\theta$, for which $\langle\psi-g\rangle=0$. No net density appears. With $p=qv_F$ and $Z=\omega+i\gamma$, the equation becomes

$$(p\cos\theta-Z)\psi=(p\cos\theta-i\gamma)g .$$

Since $p\cos\theta-i\gamma=(p\cos\theta-Z)+\omega$,

$$\frac{\psi}{g}=1-\frac{\omega}{Z-p\cos\theta},\qquad
R=1-2\omega\left\langle\frac{\sin^2\theta}{Z-p\cos\theta}\right\rangle ,$$

where the 2 comes from $\langle\sin^2\theta\rangle=1/2$.

The remaining average needs one standard integral. For $|Z|>p$, expand $1/(Z-p\cos\theta)$ in powers of $p/Z$. Odd powers average to zero, and $\langle\cos^{2n}\theta\rangle=\binom{2n}{n}4^{-n}$. The resulting binomial series sums to

$$\left\langle\frac1{Z-p\cos\theta}\right\rangle=\frac1S,\qquad S=\sqrt{Z-p}\,\sqrt{Z+p}.$$

Both sides are analytic for $\mathrm{Im}\,Z>0$, so the result holds throughout that half-plane; the clean case is the limit $\gamma\to0^+$. Next use

$$p^2\sin^2\theta=(p^2-Z^2)+(Z-p\cos\theta)(Z+p\cos\theta).$$

Dividing by $Z-p\cos\theta$ and averaging, with $S^2=Z^2-p^2$, gives

$$\left\langle\frac{\sin^2\theta}{Z-p\cos\theta}\right\rangle
=\frac{-S^2/S+Z}{p^2}=\frac{Z-S}{p^2}=\frac1{Z+S}.$$

The last step uses $(Z-S)(Z+S)=p^2$. Thus

$$R(q,\omega)=1-\frac{2\omega}{Z+S}.$$

## The two limits

Set $\gamma\to0^+$. If $q\to0$ at fixed $\omega$, then $S\to\omega$ and $R\to0$. If $\omega\to0$ at fixed $q$, the second term vanishes and $R\to1$. The limits do not commute, and the static calculation has chosen the second order.

For $\omega<p$, put $x=\omega/p$. Then $S=ip\sqrt{1-x^2}$, and

$$R=1-2x\left(x-i\sqrt{1-x^2}\right)=\left(\sqrt{1-x^2}+ix\right)^2 .$$

Therefore $|R|=1$. Subtracting $R$ from 1 and factoring,

$$1-R=-2ix\left(\sqrt{1-x^2}+ix\right),\qquad |1-R|=\frac{2\omega}{qv_F}.$$

Merely exceeding $\omega$ is not enough. For an error in the complex response of 10 percent of $N\langle g^2\rangle$, one needs $qv_F=20\omega$. The leading error is imaginary: it is Landau damping, the transfer of phonon energy to electrons that keep pace with the wave. The real part differs from 1 only by $2x^2$, so the frequency becomes adiabatic sooner than the linewidth.

For $p<\omega$ the response is real and negative:

$$R=\frac{\sqrt{\omega^2-p^2}-\omega}{\sqrt{\omega^2-p^2}+\omega}.$$

The sign has a simple origin. Averaging $\psi/g=p\cos\theta/(p\cos\theta-\omega)$ over electrons with velocity components $\pm v_F\cos\theta$ gives $p^2\cos^2\theta/(p^2\cos^2\theta-\omega^2)$. This is negative when $\omega$ exceeds every available $p|\cos\theta|$. The electrons are driven above their own frequencies and respond in antiphase, so they stiffen the lattice beyond $K_f$.

## What scattering can and cannot do

At $q=0$, $S=Z$ and

$$R=1-\frac{\omega}{\omega+i\gamma}=\frac{\gamma}{\gamma-i\omega},\qquad
1-R=\frac{\omega^2-i\omega\gamma}{\omega^2+\gamma^2}.$$

Collisions restore the static stiffness when $\gamma\gg\omega$. Here the ion mass does enter. At fixed $K_{\rm tot}$ the frequency falls as $M^{-1/2}$, so for any fixed $\gamma>0$ heavy enough ions give $R\to1$. The mass-independent ratio $\Omega_f/\Omega_a$ belongs to $\gamma\ll\omega$, and the condition for leaving it behind is $\omega\ll\gamma$, not $\hbar\omega\ll E_F$. The dissipative part $\omega\gamma/(\omega^2+\gamma^2)$ is largest at $\gamma=\omega$, where the occupations lag most harmfully. It is small for rare collisions, which hardly change the occupations, and for frequent ones, which keep them near equilibrium.

Motion and collisions can be combined. When $\omega$ is much smaller than at least one of $p$ and $\gamma$, $Z+S\simeq i(\gamma+\sqrt{\gamma^2+p^2})$, so

$$1-R\simeq-\frac{2i\omega}{\gamma+\sqrt{\gamma^2+q^2v_F^2}} .$$

For this coupling, one fast process suffices.

The rate $\gamma$ must be the one that relaxes the deformation excited by the phonon. Suppose $g$ is constant over the Fermi surface. At $q=0$, averaging the kinetic equation gives $-i\omega\langle\psi\rangle=0$. The equation then reduces to $(\gamma-i\omega)\psi=0$, so $\psi=0$ for any collision rate. There is nothing to restore, in agreement with the zero variance in the static formula. Couplings that create a density wave at finite $q$ need a separate treatment, including screening and diffusion.

## A case with numbers

Take a honeycomb lattice with bond length $a=1.5$ Å and hopping $t=3$ eV. These are round model parameters, not a named material. Let $e_i$ be the three bond directions and let the hoppings change by $-b\,e_i\cdot u$, with $b=5$ eV/Å. The band energies are $\pm|F|$, where

$$F=\sum_i(t-b\,e_i\cdot u)\,e^{iak\cdot e_i}.$$

Choose $e_1=(0,1)$ and $e_{2,3}=(\pm\sqrt3/2,-1/2)$. At one valley the phases are $1$ and $e^{\pm2\pi i/3}$, so $\sum_ie_ie^{iaK\cdot e_i}=\tfrac32(i,1)$. For $k=K+\kappa$, to first order,

$$F=\tfrac32\left[ita(i\kappa_x+\kappa_y)-b(iu_x+u_y)\right].$$

At $u=0$ this is a cone with $\hbar v_F=\tfrac32ta=6.75$ eV Å. Differentiating $|F|$ with respect to the length of $u$ gives

$$g=\frac{\mathrm{Re}(F^*\,\partial F/\partial u)}{|F|}=-\tfrac32b\sin(\theta_\kappa-\theta_u).$$

The other valley has the complex-conjugate phases and the opposite sign. For the longitudinal mode $u$ is parallel to $q$, which is the coupling used above. To this order the displacement simply moves the cone sideways in $k$ space. Relaxed electrons would move with it; at $q=0$ without collisions they stay where they were.

With chemical potential $\mu=0.6$ eV, two spins and two valleys, the cone has

$$N=\frac{2\mu A}{\pi(\hbar v_F)^2}=0.0490\ \text{eV}^{-1},\qquad
\langle g^2\rangle=\tfrac98b^2=28.12\ \text{eV}^2/\text{Å}^2,$$

where $A=\tfrac{3\sqrt3}{2}a^2$ is the cell area. Their product is 1.378 eV/Å². The full lattice sum at $k_BT=0.05$ eV on a $151\times151$ grid of $k$ points gives 1.404 eV/Å², about 2 percent more than the cone. Finer grids give 1.405 eV/Å² and move the relaxed stiffness quoted below from $-13.960$ to $-13.961$ eV/Å²; the lattice numbers below all use the $151\times151$ grid. Independently, second differences of the lattice energies give $-12.556$ eV/Å² with kept occupations and $-13.960$ eV/Å² with relaxed ones. Their difference is again 1.404 eV/Å². These electronic parts are negative; the rest of the lattice supplies the stability.

I choose a reduced ion mass of 50 u and a static phonon energy of 40 meV, which fixes $K_{\rm tot}=19.14$ eV/Å². Then

$$\frac{N\langle g^2\rangle}{K_{\rm tot}}=\frac{1.404}{19.14}=0.0734,\qquad
\hbar\Omega_f=40\sqrt{1.0734}=41.44\ \text{meV}.$$

The clean $q=0$ phonon is 1.44 meV, or 11.6 cm$^{-1}$, above the static result: a hardening of 3.6 percent.

The mass argument can be confronted directly. In the numerical check, the electronic Schrödinger equation is integrated under a uniform displacement that oscillates in a smooth two-period pulse, for three ion masses at the same $K_{\rm tot}$. For 3.125, 12.5 and 50 u, the measured stiffness exceeds the relaxed value by 1.379, 1.398 and 1.402 eV/Å². Heavier ions bring the response closer to the kept-occupation value, 1.404 eV/Å² above the relaxed one, not closer to the relaxed value. What shrinks with mass is the crossover wavevector $\omega/v_F$, from 0.0237 to 0.0059 Å$^{-1}$.

At finite $q$, the phonon frequency to leading order in the coupling is

$$\Omega^2=\Omega_a^2\left[1+\frac{N\langle g^2\rangle}{K_{\rm tot}}(1-R)\right],$$

with $R$ evaluated at $\Omega_a$. I hold $\hbar\Omega_a$ at 40 meV for every $q$ in the table, which leaves out the ordinary dispersion of the static phonon. The time factor $e^{-i\Omega t}$ makes the full linewidth $-2\hbar\,\mathrm{Im}\,\Omega$. Evaluating $R$ at $\Omega_a$ rather than at $\Omega$ drops terms of second order in the ratio 0.0734, whose natural scale is $0.07\times1.4\approx0.1$ meV. The values below are those of the leading-order formula, with $R$ taken from the circular Fermi line of the cone and only $N\langle g^2\rangle$ taken from the lattice. They are not a finite-$q$ calculation on the lattice, whose Fermi line is warped and whose response depends somewhat on the direction of $q$. Solving with $R$ evaluated at the complex $\Omega$ itself, continued below the real axis, moves the energies by less than 0.02 meV away from $qv_F=\Omega_a$, but it raises the width at $qv_F=2\Omega_a$ from 2.49 to about 2.62 meV. Without scattering:

| $qv_F/\Omega_a$ | Energy (meV) | Width (meV) |
|---|---|---|
| 0 | 41.44 | 0 |
| 0.5 | 41.54 | 0 |
| 1 | 42.83 | 0 |
| 2 | 40.75 | 2.49 |
| 5 | 40.12 | 1.15 |

At the last point the formula puts the energy only about 0.12 meV above the static one, yet the width is still over 1 meV. The entry at $qv_F=\Omega_a$ needs caution. There $S$ has a square-root edge, so a small change in the frequency used to evaluate $R$ changes $R$ strongly. That entry is a leading-order value, not a self-consistent peak height; with $R$ evaluated at $\Omega$ itself it drops to about 42.2 meV. Its zero width also relies on the single speed $v_F$ of the cone. On the lattice at $\mu=0.6$ eV the largest velocity along $x$ is about 6 percent above $v_F$, so in that direction damping begins at a somewhat smaller $q$. The $q=0$ entry does not have these problems, because $R=0$ there at every nonzero frequency.

At $q=0$ with $\hbar\gamma=4$, 40 and 400 meV, the energies are 41.43, 40.73 and 40.01 meV, and the widths are 0.28, 1.44 and 0.29 meV. These too are leading-order values; with $R$ evaluated at the complex $\Omega$ the energies move by less than 0.02 meV and the widths become 0.27, 1.47 and 0.29 meV. The middle case, $\gamma=\Omega_a$, corresponds to a relaxation time of 16.5 fs. The last shows the trend of the formula, but $\hbar\gamma$ is then no longer small compared with $\mu$, and the kinetic description is strained.

## The revision required

The claim about static perturbation theory should be changed. At $q=0$, a static calculation that includes the Fermi-surface term gives $\Omega_a$. For $\langle g\rangle=0$, so does the limit of static calculations at ever smaller $q$, because $R=1$ at $\omega=0$ for every nonzero $q$. For $\langle g\rangle\neq0$ the unscreened small-$q$ softening is $N\langle g^2\rangle$ rather than $N$ times the variance, and screening must be included. For a clean metal at $q=0$, the appropriate low-frequency response omits that term and gives $\Omega_f$. Between these cases the response must be evaluated at the phonon frequency, with a relaxation rate if collisions matter.

Occupation smearing does not supply that rate. It changes $f_0$, and through it both $K_f$ and $N\langle g^2\rangle$, but a static calculation contains no time in which occupations could relax or fail to relax.

The author may keep the mass ratio as a reason for neglecting interband corrections when $\hbar\omega$ is far below the allowed transition energies. The intraband part needs its own argument: a large mass helps there only by lowering $\omega$ below a given $\gamma$ or $qv_F$. At finite $q$, a coupling that creates a density wave requires the separate treatment mentioned above. Otherwise, the manuscript must show that motion or collisions bring $R$ close to 1, which for the coupling treated here means $qv_F$ or $\gamma$ much larger than $\omega$, or that $N(\langle g^2\rangle-\langle g\rangle^2)$ is negligible beside $K_{\rm tot}$. The last condition makes the error small in size; it does not make the electrons adiabatic.

## Computed values

```
hopping 3.0 eV, bond 1.5 angstrom, slope 5.0 eV/angstrom
chemical potential 0.60 eV, electronic kT 0.05 eV
reduced ion mass 50 u, static phonon energy 40 meV
hbar times Fermi velocity: 6.75 eV angstrom
cone density of states, both spins: 0.0490 states/eV/cell
cone mean squared coupling: 28.12 eV^2/angstrom^2
cone N<g^2>: 1.378 eV/angstrom^2
lattice Fermi-surface term N<g^2>: 1.404 eV/angstrom^2
electronic stiffness, relaxed occupations: -13.960 eV/angstrom^2
electronic stiffness, kept occupations: -12.556 eV/angstrom^2
difference kept - relaxed: 1.404 eV/angstrom^2
total static stiffness K_tot: 19.14 eV/angstrom^2
ratio difference/K_tot: 0.0734
real-time drive at q=0: excess over relaxed stiffness, and crossover q = w/vF
  mass 3.125 u, energy 160.0 meV: excess 1.3792 eV/angstrom^2, q 0.02370 1/angstrom
  mass 12.500 u, energy 80.0 meV: excess 1.3977 eV/angstrom^2, q 0.01185 1/angstrom
  mass 50.000 u, energy 40.0 meV: excess 1.4023 eV/angstrom^2, q 0.00593 1/angstrom
clean phonon energy at q=0: 41.441 meV = 334.2 cm^-1
static phonon energy: 40.000 meV = 322.6 cm^-1
hardening: 1.441 meV = 11.6 cm^-1, 3.60 percent
R for q*vF/w = 1e-4: -0.00000; R for w/(q*vF) = 1e-4: 1.00000
no scattering: q*vF/w, q (1/angstrom), Re R, Im R, energy (meV), full width (meV)
  0.0  0.00000  0.000  0.000  41.441  0.000
  0.5  0.00296  -0.072  0.000  41.543  0.000
  1.0  0.00593  -1.000  0.000  42.834  0.000
  2.0  0.01185  0.500  0.866  40.746  2.494
  5.0  0.02963  0.920  0.392  40.121  1.146
q=0: gamma/w, hbar*gamma (meV), Re R, Im R, energy (meV), full width (meV)
  0.1  4  0.010  0.099  41.427  0.280
  1.0  40  0.500  0.500  40.733  1.441
  10.0  400  0.990  0.099  40.015  0.290
relaxation time 1/gamma at gamma = w: 16.5 fs
|R| for constant coupling, q=0, gamma = 10 w: 1.2e-16
error of closed form for R from finite q, at q*vF/w = 1, 2, 5 (w + 0.2 i w):
  0.0002, 0.0018, 0.0135
```
